# Minimum Width of an Edwards-Wilkinson Profile on a White-Rough Substrate

## Problem

A film grows on a rough substrate. Its height profile \(h(x,t)\), measured from the mean height of the growing film, obeys the one-dimensional Edwards-Wilkinson equation

\[
\frac{\partial h}{\partial t}=\nu\frac{\partial^2 h}{\partial x^2}+\eta,\qquad
\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t'),
\]

with tension \(\nu>0\), \(D>0\) and \(\langle\eta\rangle=0\). The line is infinite. The substrate profile has zero mean, is independent of the later noise, and has a white spectrum \(A>0\). With \(h_k=\int dx\,e^{-ikx}h(x)\), the spectrum \(S\) and the width \(W\) are defined by

\[
\langle h_k h_{k'}^*\rangle=2\pi\,\delta(k-k')\,S(k,t),\qquad
W^2=\langle h^2\rangle=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,S(k,t),\qquad S(k,0)=A.
\]

(a) Show that \(W\) has a single minimum, at \(t^*=A/(4D)\), whatever the tension. Find the width there.

(b) Explain why the tension drops out of the time, and say what changes if the substrate is white only down to a length \(\xi\).

(c) A Mo strip of width \(b=20\) nm grows at \(v=1\) nm/s. Its height averaged across the strip starts with \(A=1.5\ \text{nm}^3\) and \(\xi=4\) nm, and \(\nu=0.3\ \text{nm}^2/\text{s}\). The noise comes from the random arrival of atoms. At what thickness is the strip smoothest?

## Hints

1. In Fourier space every mode is independent. Solve for one mode and average its square.
2. Keep the noise part as an integral over the age of the noise. Then the same Gaussian integral serves both parts of \(W^2\).
3. For (b), find a variable that removes \(\nu\) from the exponent.
4. For (c), average the two-dimensional equation across the strip. The variance of a Poisson count equals its mean.

## Solution

### (a) The minimum

Two spatial derivatives become \(-k^2\), so \(\dot h_k=-\nu k^2h_k+\eta_k\), with solution

\[
h_k(t)=e^{-\nu k^2t}h_k(0)+\int_0^t ds\,e^{-\nu k^2(t-s)}\eta_k(s).
\]

The cross terms in \(\langle h_kh_{k'}^*\rangle\) vanish, because substrate and noise are independent and have zero mean. The noise obeys \(\langle\eta_k(s)\eta_{k'}^*(s')\rangle=2D\,2\pi\delta(k-k')\delta(s-s')\), which removes one of the two time integrals. With the age \(u=t-s\),

\[
S(k,t)=A\,e^{-2\nu k^2t}+2D\int_0^t du\,e^{-2\nu k^2u}
=A\,e^{-2\nu k^2t}+\frac{D}{\nu k^2}\left(1-e^{-2\nu k^2t}\right).
\]

The first term is what remains of the substrate; the second is roughness made by growth. For the width we need

\[
\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-2\nu k^2t}
=\frac{1}{2\pi}\sqrt{\frac{\pi}{2\nu t}}=\frac{1}{\sqrt{8\pi\nu t}}.
\]

The substrate part is \(A\) times this. In the noise part the integrand is positive, so the order of integration may be exchanged:

\[
2D\int_0^t\frac{du}{\sqrt{8\pi\nu u}}=\frac{4D\sqrt t}{\sqrt{8\pi\nu}}.
\]

Therefore

\[
W^2(t)=\frac{1}{\sqrt{8\pi\nu}}\left(\frac{A}{\sqrt t}+4D\sqrt t\right).
\]

Differentiation gives

\[
\frac{dW^2}{dt}=\frac{1}{\sqrt{8\pi\nu}}\left(-\frac{A}{2t^{3/2}}+\frac{2D}{t^{1/2}}\right)
=\frac{2Dt-A/2}{\sqrt{8\pi\nu}\;t^{3/2}}.
\]

The denominator is positive. The numerator is negative before \(t=A/(4D)\) and positive after it, so there is one minimum:

\[
t^*=\frac{A}{4D}.
\]

At this time \(A/\sqrt{t^*}=2\sqrt{AD}\) and \(4D\sqrt{t^*}=2\sqrt{AD}\). The two parts of \(W^2\) are equal, and

\[
W^2(t^*)=\frac{4\sqrt{AD}}{\sqrt{8\pi\nu}}=\sqrt{\frac{2AD}{\pi\nu}}.
\]

Well before \(t^*\) the substrate part dominates and \(W\propto t^{-1/4}\). Well after it the noise part dominates and \(W\propto t^{1/4}\). The minimum is shallow: dividing the two results gives

\[
\frac{W^2(st^*)}{W^2(t^*)}=\frac12\left(\frac{1}{\sqrt s}+\sqrt s\right),
\]

so stopping four times too early or too late raises \(W^2\) by a factor 1.25, and \(W\) by 12 %.

### (b) The role of tension

Put \(q=k\sqrt\nu\). Then \(dk=dq/\sqrt\nu\), and

\[
W^2=\frac{1}{\sqrt\nu}\int\frac{dq}{2\pi}\left[A\,e^{-2q^2t}+\frac{D}{q^2}\left(1-e^{-2q^2t}\right)\right].
\]

The integral no longer contains \(\nu\). The tension multiplies the whole curve by a constant, which changes its height but not the place of its minimum. This works because neither \(A\) nor \(D\) depends on \(k\), so neither brings in a length that the substitution would rescale.

The modes show what happens physically. From \(S\) one finds \(\dot S=2(D-\nu k^2A)e^{-2\nu k^2t}\), which vanishes at all times for

\[
k_c=\sqrt{\frac{D}{\nu A}}.
\]

Longer waves roughen and shorter waves become smooth. A larger tension smooths a given wave faster, but it also lowers \(k_c\). The dividing wave therefore relaxes at the rate \(\nu k_c^2=D/A\), which does not contain the tension, and the time of the minimum is \(t^*=1/(4\nu k_c^2)\).

A real substrate is not white at all lengths. Let its height correlation be \(\sigma^2e^{-x^2/\xi^2}\). The Fourier transform is \(S(k,0)=A\,e^{-k^2\xi^2/4}\) with \(A=\sqrt\pi\,\sigma^2\xi\). The exponent of the substrate term becomes

\[
-k^2\left(2\nu t+\frac{\xi^2}{4}\right)=-2\nu k^2(t+\tau),\qquad \tau=\frac{\xi^2}{8\nu},
\]

so \(t\) is replaced by \(t+\tau\) in the substrate part alone. Setting the derivative to zero gives

\[
\frac{A}{2(t+\tau)^{3/2}}=\frac{2D}{t^{1/2}}
\quad\Longrightarrow\quad (t+\tau)^3=t^{*2}\,t .
\]

For \(\tau\ll t^*\) the later root is the minimum. Write \(t=t^*(1+\delta)\) and \(e=\tau/t^*\). To first order \(1+3\delta+3e=1+\delta\), hence \(\delta=-3e/2\) and

\[
t_{\min}\approx t^*-\frac{3\xi^2}{16\nu}.
\]

The tension has returned, as a small correction when \(\xi^2\ll\nu t^*\). For a smoother substrate the change is drastic. The largest value of \(t^{*2/3}t^{1/3}-t\) is \(2t^*/(3\sqrt3)\), so for \(\tau>2t^*/(3\sqrt3)\approx0.385\,t^*\) the equation has no root: the minimum is gone and the width rises throughout.

When there are two roots, the earlier one is a maximum. The starting width is now finite, and the noise part, which grows as \(\sqrt t\), first raises it. The later minimum lies below the starting width only if \(\tau\) is small enough. With \(s=(t+\tau)/t^*\), the minimum has \(t=s^3t^*\), and equal widths at the start and at the minimum require \((1+s^2)^2(1-s^2)=1\). This gives \(s^2=(\sqrt5-1)/2\) and \(\tau=s(1-s^2)\,t^*\approx0.300\,t^*\). Above this value the bare substrate is smoother than the film at any later time.

### (c) The Mo strip

**Reduction to one dimension.** Let the local height obey the two-dimensional equation with noise covariance \(2D_2\,\delta(x-x')\delta(y-y')\delta(t-t')\), and let \(\partial h/\partial y=0\) at both edges of the strip. Averaging over \(y\) removes \(\partial^2h/\partial y^2\), since its integral is the difference of the edge slopes. The averaged noise has strength

\[
2D=\frac{1}{b^2}\int_0^b\!dy\int_0^b\!dy'\,2D_2\,\delta(y-y')=\frac{2D_2}{b}.
\]

**Noise strength.** Let each atom add a volume \(\Omega\) and stay near its point of arrival. On an area \(a_s\), the mean number of arrivals in time \(t\) is \(va_st/\Omega\), and so is the variance. The height is \(\Omega/a_s\) times the number, so its variance is

\[
\frac{\Omega^2}{a_s^2}\,\frac{va_st}{\Omega}=\frac{\Omega vt}{a_s}.
\]

White noise alone gives \(2D_2t/a_s\). Thus \(2D_2=\Omega v\) and \(D=\Omega v/(2b)\). The thickness at the minimum is

\[
vt^*=\frac{vA}{4D}=\frac{Ab}{2\Omega}.
\]

The growth rate has dropped out too: at fixed \(A\), faster deposition makes more noise per second but reaches the same thickness sooner.

**Numbers.** Body-centred cubic Mo has two atoms per cubic cell. With a rough lattice parameter \(a=0.315\) nm, \(\Omega=a^3/2=0.01563\ \text{nm}^3\). Then

\[
D=\frac{0.01563\times1}{2\times20}=3.907\times10^{-4}\ \text{nm}^3/\text{s},\qquad
t^*=\frac{1.5}{4\times3.907\times10^{-4}}\approx960\ \text{s},
\]

so the strip is smoothest at about 960 nm. The width there is

\[
W=\left(\frac{2\times1.5\times3.907\times10^{-4}}{\pi\times0.3}\right)^{1/4}=0.188\ \text{nm}.
\]

The substrate started at \(\sigma=\sqrt{A/(\sqrt\pi\,\xi)}=0.46\) nm. With \(A\) and \(D\) held fixed, \(\nu=0.1\) and \(1.0\ \text{nm}^2/\text{s}\) give \(W=0.247\) and 0.139 nm at the same thickness. The dividing wavelength \(2\pi/k_c\) is 213 nm for \(\nu=0.3\ \text{nm}^2/\text{s}\).

**Corrections.** The correlation length moves the minimum by \(-3\xi^2/(16\nu t^*)\), about \(-1\) %, to a thickness of about 950 nm. Surface diffusion adds \(\kappa k^4\) to the relaxation rate \(\nu k^2\). Its thermal noise adds \(\kappa k_BTk^2/(\gamma b)\) to \(D\), which is the amount that gives surface diffusion alone the equilibrium spectrum \(k_BT/(\gamma bk^2)\). I take \(\kappa=10\ \text{nm}^4/\text{s}\) as a chosen value, \(T=400\) K and a rough surface energy \(\gamma=2.5\ \text{J/m}^2\). Summing the spectrum over \(k\) up to \(\pi/a\) and minimizing numerically gives a minimum 7 % earlier. This only illustrates the correction: thermal surface diffusion on Mo at 400 K is probably much slower than the chosen \(\kappa\).

The local height also contains waves across the strip. The slowest of them has lost its initial variance by a factor \(e^{-2\nu(\pi/b)^2t^*}=e^{-14.2}\) at \(t^*\). Such waves are then nearly stationary: they add to the local width but hardly move its minimum. Assume a substrate that is also white across the strip, and sum over 63 transverse modes (the uniform one included) and over \(k\) up to \(\pi/a\). The local width at \(t^*\), averaged over the strip width, is then about 0.23 nm; halving or doubling the short-wave cutoff in both directions changes it by about 0.006 nm. It is not uniform: with zero slope at the edges it is about 0.22 nm at the centre and 0.26 nm at the edges.

This is close to the spacing of (110) atomic layers, \(c=a/\sqrt2=0.223\) nm, so the continuum description is at its limit. Rounding a Gaussian height of this width to whole layers adds about \(c^2/12=0.004\ \text{nm}^2\) to \(W^2\), nearly a constant. Layer-by-layer nucleation and pinning by the lattice are outside the model, and their effect on the minimum is not estimated here.

**The real case.** Mo films from roughly a hundred nanometres to a micrometre thick serve as electrodes and back contacts, and 1 nm/s is a plausible deposition rate. The strip is a model geometry: at the optimum thickness it would be a wall 48 times taller than it is wide, and growth on its sides is left out. The substrate is rough compared with a polished wafer. A smaller \(A\) lowers the optimum thickness in proportion, but only while \(\tau\ll t^*\). With \(\xi=4\) nm and the other values kept, growth makes the strip-averaged height smoother than that of the substrate only for \(A\) above about \(0.035\ \text{nm}^3\), or \(\sigma\approx0.07\) nm for the strip average. Below \(A\approx0.027\ \text{nm}^3\) the width of the strip average has no minimum at all and only rises. These thresholds are met within tens of seconds, before the waves across the strip have relaxed, so they do not carry over to the local height. For a substrate with the same \(\xi\) in both directions and the cutoff used above, the local width falls below its starting value only for \(A\) above about \(0.05\ \text{nm}^3\), and it keeps a minimum down to about \(0.023\ \text{nm}^3\). The tension is a chosen value, not a measured one. A wide film is not one-dimensional; by Variation 1 its optimum thickness is roughly twice that of the strip.

The model also needs compact growth. At the 400 K used above, about 0.14 of the melting temperature of Mo, deposited films often grow as columns with voids between them, so the numbers illustrate the formula and do not predict the roughness of a real film. If voids form and the surface advances along its local normal, the rate \(v\sqrt{1+h_x^2}\) adds a term \(\tfrac12vh_x^2\) to the equation. For a wave of height \(\sigma\), its size relative to \(\nu h_{xx}\) is about \(v\sigma/(2\nu)\). This is 0.77 for the strip-averaged \(\sigma\). The term acts on the local height, however, and a substrate with the same \(\xi\) in both directions has a local \(\sigma\) of 0.82 nm, which gives about 1.4. Neither value is small at the start of growth. With the width at \(t^*\) in place of \(\sigma\), the ratio is about 0.31 for the strip average and 0.38 for the local height. With a vertical beam, no desorption and no voids, the volume added per unit substrate area does not depend on slope, and the term is absent. If barriers at step edges drive atoms uphill and make \(\nu\) negative, long waves grow exponentially and the result fails.

## Variation 1: other dimensions and other smoothing

*Let the substrate have \(d\) dimensions and let modes relax at the rate \(\omega=ck^z\), with \(c,z>0\). The initial spectrum \(A\) and the noise strength \(2D\) are white in \(d\) dimensions. When is the width minimal?*

As before, \(\dot S=2(D-A\omega)e^{-2\omega t}\). Define \(I(t)=\int d^dk\,e^{-2ck^zt}\). Rescaling \(k\) by \((ct)^{-1/z}\) shows that \(I\propto t^{-d/z}\), so \(\dot I=-(d/zt)I\). Direct differentiation gives \(\dot I=-2\int d^dk\,\omega e^{-2\omega t}\). Hence \(\int d^dk\,\omega e^{-2\omega t}=\dfrac{d}{2zt}I\), and

\[
\frac{dW^2}{dt}=\frac{2I}{(2\pi)^d}\left(D-\frac{Ad}{2zt}\right)
\quad\Longrightarrow\quad t_{\min}=\frac{d}{2z}\,\frac{A}{D}.
\]

The coefficient \(c\) drops out again, but the number in front depends on \(d\) and \(z\). The line with tension (\(d=1\), \(z=2\)) gives \(A/(4D)\). Surface diffusion alone on a line (\(z=4\)) gives \(A/(8D)\).

A wide film with tension (\(d=z=2\)) gives \(A/(2D)\). There \(W^2\) itself needs a short-wave cutoff, because \(\int k\,dk/k^2\) diverges, but its derivative does not if the cutoff is well above \(1/\sqrt{\nu t}\). For the same beam as in (c) and a substrate that is white across the strip (\(\xi\ll b\)), the two-dimensional values are \(Ab\) and \(Db\). Their ratio is unchanged, and the thickness becomes \(2\times960=1920\) nm. If instead the correlation length \(\xi=4\) nm holds in both directions, averaging over \(b=20\) nm reduces the spectrum by the extra factor \(1-\xi/(\sqrt\pi\,b)=0.887\). The two-dimensional value is then \(33.8\ \text{nm}^4\) rather than \(30\ \text{nm}^4\), and the thickness is about 2150 nm.

## Variation 2: a sample of finite length

*A periodic sample of length \(L\) has modes \(k_n=2\pi n/L\) up to a cutoff, and the width is measured about the sample's own mean height, so \(n=0\) is left out. Is there still a minimum?*

Now \(W_L^2=L^{-1}\sum_{n\ne0}S(k_n,t)\). Multiply its derivative by the positive factor \(\tfrac12Le^{2\nu k_c^2t}\) and use \(D=\nu Ak_c^2\):

\[
G(t)=\sum_{n\neq0}\nu A\,(k_c^2-k_n^2)\,e^{2\nu(k_c^2-k_n^2)t},\qquad
\dot G=\sum_{n\neq0}2\nu^2A\,(k_c^2-k_n^2)^2e^{2\nu(k_c^2-k_n^2)t}>0 .
\]

A rising function crosses zero at most once. At \(t=0\) its sign is that of \(D-\nu A\langle k^2\rangle\), with the average taken over the modes. At late times the longest wave, \(k_1=2\pi/L\), decides, with the sign of \(D-\nu Ak_1^2\). A minimum at \(t>0\) therefore exists if and only if

\[
\nu Ak_1^2<D<\nu A\langle k^2\rangle .
\]

Below this range the width falls for ever towards its stationary value; above it the width rises from the start. Tension does not set the time on an infinite line, but it helps to decide whether a finite sample has a minimum at all.

For \(L^2\gg8\nu t\), a sum over all \(n\) equals the integral up to terms of order \(e^{-L^2/(8\nu t)}\), provided the cutoff is far above \(1/\sqrt{\nu t}\) (apart from a constant in the noise part). Leaving out \(n=0\) then subtracts \(S(0,t)/L=(A+2Dt)/L\), so the minimum moves to where \(dW^2/dt=2D/L\). Using \(A=4Dt^*\), the curvature at \(t^*\) is

\[
\frac{d^2W^2}{dt^2}=\frac{1}{\sqrt{8\pi\nu}}\left(\frac{3A}{4t^{*5/2}}-\frac{D}{t^{*3/2}}\right)=\frac{2D}{\sqrt{8\pi\nu}\,t^{*3/2}}.
\]

Dividing \(2D/L\) by this curvature gives the leading shift \(\delta t/t^*=\sqrt{8\pi\nu t^*}/L\). For the strip of part (c) with \(L=10\) µm, the minimum comes about 0.9 % later.

Numerical values quoted here were computed with a short program.
